# Placzek–Teller coefficients and rotational Raman branch fractions of nitrogen: verification in Python

```python
"""Rotational Raman (Placzek-Teller) coefficients of a linear molecule.

Result under test: with Q_ij = n_i n_j - delta_ij/3 (n = axis direction), the
share b(J->J') of anisotropic scattering strength from level J into J' is
  S: b(J->J+2) = 3(J+1)(J+2) / (2(2J+1)(2J+3))
  Q: b(J->J)   = J(J+1) / ((2J-1)(2J+3))
  O: b(J->J-2) = 3J(J-1) / (2(2J+1)(2J-1))
Thermal branch fractions are F = sum_J p_J b, p_J = rotational populations,
theta = h c B/(k T), B = rotational constant. Example: N2 at 300 K, with B
from a frozen-core CCSD(T)/cc-pVTZ bond length.
"""
import numpy as np
from scipy import constants as const
from scipy.special import lpmv, gammaln, eval_legendre
from pyscf import gto, scf, cc


def coefficients(J):
    """Closed formulas for the S, Q, O coefficients."""
    J = np.asarray(J, dtype=float)
    s = 3*(J + 1)*(J + 2)/(2*(2*J + 1)*(2*J + 3))
    q = J*(J + 1)/((2*J - 1)*(2*J + 3)) + 0.0
    o = 3*J*(J - 1)/(2*(2*J + 1)*(2*J - 1)) + 0.0
    return np.array([s, q, o])


def populations(theta, J, g_even, g_odd):
    weight = np.where(J % 2 == 0, g_even, g_odd)*(2*J + 1)
    weight = weight*np.exp(-theta*J*(J + 1))
    return weight/weight.sum()


# ---- Coefficients from explicit matrix elements on an angular grid ----
J_top = 7
x_nodes, x_weights = np.polynomial.legendre.leggauss(16)
n_phi = 32
phi_nodes = 2*np.pi*np.arange(n_phi)/n_phi
X, PHI = np.meshgrid(x_nodes, phi_nodes, indexing="ij")
X, PHI = X.ravel(), PHI.ravel()
W = np.repeat(x_weights, n_phi)*2*np.pi/n_phi
sin_t = np.sqrt(1 - X**2)
axis = np.array([sin_t*np.cos(PHI), sin_t*np.sin(PHI), X])
harmonics, level = [], []
for j in range(J_top + 1):
    for m in range(-j, j + 1):
        k = abs(m)
        norm = np.sqrt((2*j + 1)/(4*np.pi)
                       * np.exp(gammaln(j - k + 1) - gammaln(j + k + 1)))
        harmonics.append(norm*lpmv(k, j, X)*np.exp(1j*m*PHI))
        level.append(j)
Y, level = np.array(harmonics), np.array(level)
assert np.allclose((Y.conj()*W) @ Y.T, np.eye(len(Y)), atol=1e-11)

Q_elements = np.empty((3, 3, len(Y), len(Y)), dtype=complex)
for i in range(3):
    for j in range(3):
        Q_ij = axis[i]*axis[j] - (i == j)/3
        Q_elements[i, j] = (Y.conj()*(W*Q_ij)) @ Y.T
total_square = np.sum(np.abs(Q_elements)**2, axis=(0, 1))

angle = np.radians(35.0)
e_in = np.array([0.0, 0.0, 1.0])
polarizations = [e_in, np.array([1.0, 0.0, 0.0]),
                 np.array([np.sin(angle), 0.0, np.cos(angle)])]
for j in range(J_top - 1):
    start = level == j
    direct = np.array([total_square[np.ix_(level == jf, start)].sum()
                       for jf in range(J_top + 1)])/(2*j + 1)*1.5
    expected = np.zeros(J_top + 1)
    for value, jf in zip(coefficients(j), (j + 2, j, j - 2)):
        if 0 <= jf <= J_top:
            expected[jf] = value
    if j + 2 <= J_top:
        assert np.allclose(direct, expected, atol=1e-11)
        assert abs(direct.sum() - 1) < 1e-11
        # mean energy handed to the rotor, in units of B
        jf = np.arange(J_top + 1)
        gain = np.sum(direct*(jf*(jf + 1) - j*(j + 1)))
        assert abs(gain - 6) < 1e-9
    # isotropic-anisotropic cross term: trace over M must vanish
    traces = np.einsum("ijmm->ij", Q_elements[:, :, start][:, :, :, start])
    assert np.allclose(traces, 0, atol=1e-11)
    # polarization law for parallel, crossed and oblique arrangements
    for e_out in polarizations:
        op = np.einsum("i,ijmn,j->mn", e_out, Q_elements, e_in)
        for jf in range(J_top + 1):
            strength = np.sum(np.abs(op[np.ix_(level == jf, start)])**2)
            law = expected[jf]*(3 + (e_out @ e_in)**2)/45
            assert abs(strength/(2*j + 1) - law) < 1e-11

# ---- Nuclear spin weights from the exchange of two spin-1 nuclei ----
exchange = np.zeros((9, 9))
for a in range(3):
    for b in range(3):
        exchange[3*b + a, 3*a + b] = 1
parity = np.linalg.eigvalsh(exchange)
g_even, g_odd = int(np.sum(parity > 0)), int(np.sum(parity < 0))
assert (g_even, g_odd) == (6, 3)

# ---- Bond length and rotational constant of N2 ----
distances = np.array([1.06, 1.08, 1.10, 1.12, 1.14])
energies = []
for r in distances:
    mol = gto.M(atom=f"N 0 0 0; N 0 0 {r}", basis="cc-pvtz", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    solver = cc.CCSD(mf, frozen=2)
    solver.conv_tol = 1e-9
    solver.kernel()
    assert mf.converged and solver.converged
    energies.append(solver.e_tot + solver.ccsd_t())
energies = np.array(energies)


def minimum(degree):
    fit = np.polyfit(distances - 1.10, energies - energies[2], degree)
    roots = np.roots(np.polyder(fit))
    real = roots[np.abs(roots.imag) < 1e-9].real
    inside = [z for z in real if abs(z) < 0.04
              and np.polyval(np.polyder(fit, 2), z) > 0]
    assert len(inside) == 1
    return 1.10 + inside[0]


bond = minimum(4)
assert abs(bond - minimum(3)) < 1e-3
mass_u = 14.003
reduced_mass = mass_u*const.atomic_mass/2
inertia = reduced_mass*(bond*1e-10)**2
B = const.h/(8*np.pi**2*const.c*inertia)/100
T = 300.0
kT = const.k*T/(const.h*const.c)/100
theta = B/kT

# ---- Thermal branch fractions ----
J = np.arange(401)
p = populations(theta, J, g_even, g_odd)
b_all = coefficients(J)
F = b_all @ p

# independent thermal sum with coefficients from Legendre quadrature
xs, ws = np.polynomial.legendre.leggauss(70)
F_quad = np.zeros(3)
J_short = np.arange(61)
p_short = populations(theta, J_short, g_even, g_odd)
for j in J_short:
    for branch, jf in enumerate((j + 2, j, j - 2)):
        if jf >= 0:
            integral = np.sum(ws*eval_legendre(j, xs)*eval_legendre(jf, xs)
                              * eval_legendre(2, xs))
            F_quad[branch] += p_short[j]*(2*jf + 1)/2*integral
assert np.allclose(F, F_quad, atol=1e-11) and abs(F.sum() - 1) < 1e-12

# each O line is the reverse S line times a Boltzmann factor
S_lines, O_lines = p*b_all[0], p*b_all[2]
assert np.allclose(O_lines[2:], S_lines[:-2]*np.exp(-theta*(4*J[:-2] + 6)),
                   rtol=1e-9, atol=1e-30)


def high_T_difference(th):
    return 0.75*np.sqrt(np.pi*th)


for th in (theta, theta/4, theta/16):
    f = coefficients(J) @ populations(th, J, g_even, g_odd)
    assert abs(f[0] - f[2] - high_T_difference(th)) < 1.5*th**1.5
f_hot = coefficients(np.arange(6001)) @ populations(
    1e-6, np.arange(6001), g_even, g_odd)
assert np.allclose(f_hot, [3/8, 1/4, 3/8], atol=1e-3)

# ---- Variations ----
F_B = b_all @ populations(1.02*theta, J, g_even, g_odd)
F_equal = b_all @ populations(theta, J, 1, 1)
wavelength_nm = 532.0
nu0 = 1e7/wavelength_nm
J_use = J[:101]
shifts = np.array([-B*(4*J_use + 6), 0*J_use, B*(4*J_use - 2)])
power = np.sum(p[:101]*b_all[:, :101]*(1 + shifts/nu0)**4, axis=1)
F_power = power/power.sum()


def show(label, f):
    print(f"{label}: S {f[0]:.4f}, Q {f[1]:.4f}, O {f[2]:.4f}")


print("N2, frozen-core CCSD(T)/cc-pVTZ")
print(f"bond length: {bond:.4f} angstrom")
print(f"atomic mass of nitrogen-14 (input): {mass_u:.3f} u")
print(f"moment of inertia: {inertia:.4e} kg m^2")
print(f"rotational constant B: {B:.4f} cm^-1")
print(f"temperature (input): {T:.0f} K")
print(f"kT/(hc): {kT:.3f} cm^-1")
print(f"theta = hcB/(kT): {theta:.6f}")
print(f"spin weights: even J {g_even}, odd J {g_odd}")
print("J, population, b_S, b_Q, b_O (all dimensionless)")
for j in range(13):
    print(f"{j:2d} {p[j]:.5f} {b_all[0, j]:.5f} "
          f"{b_all[1, j]:.5f} {b_all[2, j]:.5f}")
print("J, S shift (cm^-1), S strength, O shift (cm^-1), O strength")
print("(S shift to lower, O shift to higher wavenumber; total strength 1)")
for j in (0, 2, 4, 6, 7, 8, 9, 10, 12):
    o_shift = f"{B*(4*j - 2):.2f}" if j >= 2 else "none"
    print(f"{j:2d} {B*(4*j + 6):.2f} {S_lines[j]:.5f} "
          f"{o_shift} {O_lines[j]:.5f}")
print(f"strongest S line starts from J = {np.argmax(S_lines)}")
print(f"strongest O line starts from J = {np.argmax(O_lines)}")
print(f"population with J <= 12: {p[:13].sum():.4f}")
show("branch fractions at 300 K", F)
print(f"in percent: S {100*F[0]:.2f}, Q {100*F[1]:.2f}, O {100*F[2]:.2f}")
print(f"F_S - F_O, full sum: {F[0] - F[2]:.4f}")
print(f"F_S - F_O, high-temperature law: {high_T_difference(theta):.4f}")
print(f"ratio F_O/F_S: {F[2]/F[0]:.4f}")
show("fractions with B raised by 2 percent", F_B)
show("fractions with equal spin weights", F_equal)
print(f"wavelength for power fractions (input): {wavelength_nm:.0f} nm")
show("fractions of scattered power", F_power)
print("PASS")
```

Output:

```
N2, frozen-core CCSD(T)/cc-pVTZ
bond length: 1.1038 angstrom
atomic mass of nitrogen-14 (input): 14.003 u
moment of inertia: 1.4164e-46 kg m^2
rotational constant B: 1.9763 cm^-1
temperature (input): 300 K
kT/(hc): 208.510 cm^-1
theta = hcB/(kT): 0.009478
spin weights: even J 6, odd J 3
J, population, b_S, b_Q, b_O (all dimensionless)
 0 0.01260 1.00000 0.00000 0.00000
 1 0.01854 0.60000 0.40000 0.00000
 2 0.05951 0.51429 0.28571 0.20000
 3 0.03935 0.47619 0.26667 0.25714
 4 0.09380 0.45455 0.25974 0.28571
 5 0.05214 0.44056 0.25641 0.30303
 6 0.10999 0.43077 0.25455 0.31469
 7 0.05557 0.42353 0.25339 0.32308
 8 0.10823 0.41796 0.25263 0.32941
 9 0.05100 0.41353 0.25210 0.33437
10 0.09326 0.40994 0.25172 0.33835
11 0.04146 0.40696 0.25143 0.34161
12 0.07179 0.40444 0.25121 0.34435
J, S shift (cm^-1), S strength, O shift (cm^-1), O strength
(S shift to lower, O shift to higher wavenumber; total strength 1)
 0 11.86 0.01260 none 0.00000
 2 27.67 0.03060 11.86 0.01190
 4 43.48 0.04264 27.67 0.02680
 6 59.29 0.04738 43.48 0.03461
 7 67.20 0.02354 51.38 0.01795
 8 75.10 0.04524 59.29 0.03565
 9 83.01 0.02109 67.20 0.01705
10 90.91 0.03823 75.10 0.03156
12 106.72 0.02904 90.91 0.02472
strongest S line starts from J = 6
strongest O line starts from J = 8
population with J <= 12: 0.8073
branch fractions at 300 K: S 0.4368, Q 0.2552, O 0.3080
in percent: S 43.68, Q 25.52, O 30.80
F_S - F_O, full sum: 0.1287
F_S - F_O, high-temperature law: 0.1294
ratio F_O/F_S: 0.7053
fractions with B raised by 2 percent: S 0.4374, Q 0.2553, O 0.3074
fractions with equal spin weights: S 0.4358, Q 0.2570, O 0.3071
wavelength for power fractions (input): 532 nm
fractions of scattered power: S 0.4308, Q 0.2558, O 0.3134
PASS
```
